# The spin-orbit mean-field operator from the Breit–Pauli two-electron term: test program

```python
# Result under test: the spin-orbit mean-field operator of the Breit-Pauli term
#   H2 = -(alpha^2/2) sum_{i!=j} (r_ij x p_i).(s_i + 2 s_j)/r_ij^3
# for a spin-scalar, real symmetric density D is F = sum_k f_k s_k with
#   f(p,r) = -(alpha^2/2) sum_qs D_qs [w(pr|qs) - 3/2 w(ps|qr) - 3/2 w(qr|ps)],
# w(pr|qs) = integral of (r12 x p1)/r12^3, orbitals p,r on electron 1, q,s on 2.
# For real orbitals w = -i X with X real; X is what the arrays below hold.
# Orbitals: 0 = 1s, 1 = 2s, 2..4 = 2p. Energies are in microhartree (uEh).
# zeta is defined by f_k = zeta * l_k within the 2p shell.
import numpy as np
from scipy import constants, sparse
from scipy.integrate import cumulative_trapezoid, trapezoid
from pyscf import gto, scf

ALPHA = constants.alpha
UNIT = 0.5 * ALPHA**2 * 1e6          # alpha^2/2 in microhartree
TO_CM = constants.physical_constants[
    'hartree-inverse meter relationship'][0] / 100 * 1e-6
NORB, NSO = 5, 10

# ---------- quadrature grid: radial x angular product rule ----------
x, wx = np.polynomial.legendre.leggauss(140)
rad = (1 + x) / (1 - x)
wrad = wx * 2 / (1 - x)**2 * rad**2
ct, wct = np.polynomial.legendre.leggauss(5)
phi = 2 * np.pi * (np.arange(10) + 0.5) / 10
st = np.sqrt(1 - ct**2)
dirs = np.array([[s * np.cos(f), s * np.sin(f), c]
                 for s, c in zip(st, ct) for f in phi])
wdir = np.repeat(wct, 10) * 2 * np.pi / 10
POINTS = (rad[:, None, None] * dirs[None]).reshape(-1, 3)
WEIGHTS = (wrad[:, None] * wdir[None]).ravel()
RADII = np.linalg.norm(POINTS, axis=1)


def potential(mol, C, pts):
    """Electrostatic potential of every orbital product at the points."""
    return np.concatenate([C.T @ mol.intor('int1e_grids', grids=b) @ C
                           for b in np.array_split(pts, 10)])


def build_atom(symbol, charge):
    """Closed-shell ion orbitals, angular momentum, nuclear term, X integrals."""
    raw = gto.basis.load('cc-pvqz', symbol)
    prims = sorted({(b[0], row[0]) for b in raw for row in b[1:] if b[0] < 2})
    mol = gto.M(atom=[[symbol, (0., 0., 0.)]], charge=charge, spin=0, verbose=0,
                basis={symbol: [[l, [e, 1.0]] for l, e in prims]})
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    C = mf.mo_coeff[:, :NORB]
    ao = mol.eval_gto('GTOval_sph_deriv1', POINTS)
    val = ao[0] @ C
    grad = np.stack([ao[k] @ C for k in (1, 2, 3)], axis=-1)
    overlap = np.einsum('g,gi,gj->ij', WEIGHTS, val, val, optimize=True)
    assert np.allclose(overlap, np.eye(NORB), atol=1e-6)
    rot = np.cross(POINTS[:, None, :], grad)
    ang = np.einsum('g,gi,gjk->kij', WEIGHTS, val, rot, optimize=True)
    nuc = np.einsum('g,gi,gjk->kij', WEIGHTS / RADII**3, val, rot, optimize=True)
    curl = np.cross(grad[:, :, None, :], grad[:, None, :, :])
    V = potential(mol, C, POINTS)
    lhs = (WEIGHTS[:, None] * curl.reshape(len(WEIGHTS), -1)).T
    X = (lhs @ V.reshape(len(WEIGHTS), -1)).reshape((NORB, NORB, 3, NORB, NORB))
    X = X.transpose(2, 0, 1, 3, 4)
    Z = mol.atom_charge(0)
    assert abs(np.sum(ang[:, 2:, 2:]**2) - 6) < 1e-4   # the shell is a p shell
    return dict(mol=mol, C=C, val=val, grad=grad, ang=ang, X=X, Z=Z,
                h1=UNIT * Z * nuc, e2p=mf.mo_energy[2], nocc=mol.nelectron // 2)


def zeta(atom, h):
    L = atom['ang'][:, 2:, 2:]
    return np.sum(L * h[:, 2:, 2:]) / np.sum(L**2)


def contractions(X, D):
    return (np.einsum('kprqs,qs->kpr', X, D),
            np.einsum('kpsqr,qs->kpr', X, D),
            np.einsum('kqrps,qs->kpr', X, D))


def mean_field(X, D, same=1.0, other=2.0):
    """Derived formula for the coupling same*s_1 + other*s_2 (real part of i f)."""
    J, K1, K2 = contractions(X, D)
    return -UNIT * (same * J - 0.5 * (same + other) * (K1 + K2))


# ---------- Fock space of ten spin orbitals, index 2*orbital + spin ----------
SPIN = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
lower = sparse.csr_matrix([[0., 1.], [0., 0.]])
parity = sparse.csr_matrix([[1., 0.], [0., -1.]])
ANN = []
for P in range(NSO):
    op = sparse.identity(1, format='csr')
    for Q in range(NSO):
        site = parity if Q < P else lower if Q == P else sparse.identity(2)
        op = sparse.kron(op, site, format='csr')
    ANN.append(op)


def determinants(occupations):
    psi = np.zeros((2**NSO, len(occupations)))
    for n, occ in enumerate(occupations):
        psi[sum(2**(NSO - 1 - P) for P in occ), n] = 1
    return psi


def one_body(h, psi):
    """Matrix of sum_k (-i h_k) s_k between many-electron states."""
    f = np.einsum('kpr,kac->parc', -1j * h, SPIN).reshape(NSO, NSO)
    a = np.array([A @ psi for A in ANN])
    return np.einsum('Pdm,Pdn->mn', a, np.tensordot(f, a, (1, 0)))


def two_body(X, psi, same=1.0, other=2.0):
    """Matrix of the full two-electron operator, no mean field involved."""
    one = np.eye(2)
    spin = (same * np.einsum('kac,bd->kabcd', SPIN, one)
            + other * np.einsum('ac,kbd->kabcd', one, SPIN))
    g = np.einsum('kprqs,kabcd->paqbrcsd', 1j * UNIT * X, spin, optimize=True)
    g = g.reshape(NSO**2, NSO**2)
    pair = np.array([A2 @ (A1 @ psi) for A1 in ANN for A2 in ANN])
    return np.einsum('adm,adn->mn', pair, np.tensordot(g, pair, (1, 0)))


B = build_atom('B', 1)
X = B['X']

# ---------- test 1: integrals from the defining field r12/r12^3 ----------
step = 1e-4
field = np.stack([-(potential(B['mol'], B['C'], POINTS + step * e)
                    - potential(B['mol'], B['C'], POINTS - step * e)) / (2 * step)
                  for e in np.eye(3)], axis=-1)
ng = len(WEIGHTS)
bra = np.einsum('g,gi,gjb->gijb', WEIGHTS, B['val'], B['grad']).reshape(ng, -1)
prod = (bra.T @ field.reshape(ng, -1)).reshape(NORB, NORB, 3, NORB, NORB, 3)
eps = np.array([[[(i - j) * (j - k) * (k - i) / 2 for k in range(3)]
                 for j in range(3)] for i in range(3)])
X_def = np.einsum('ijblma,abk->kijlm', prod, eps)
err_def = np.abs(X_def - X).max()
assert err_def < 2e-5 and np.abs(X).max() > 0.1
# the other direct term vanishes for a symmetric density, not for a current
D_core = np.diag([2., 2., 0., 0., 0.])
D_sym = D_core + 0.3 * np.ones((NORB, NORB))
direct_other = np.abs(np.einsum('kqspr,qs->kpr', X_def, D_sym)).max()
D_cur = B['ang'][2]
direct_current = np.abs(np.einsum('kqspr,qs->kpr', X_def, D_cur)).max()
assert direct_other < 1e-4 and direct_current > 1e-2

# ---------- test 2: full operator against mean field, particles and holes ----
err_exact, largest = 0.0, 0.0
for shell in ((0, 1), (0, 1, 2), (0, 1, 2, 3, 4)):
    closed = [2 * p + s for p in shell for s in (0, 1)]
    D = np.diag([2.0 if p in shell else 0.0 for p in range(NORB)])
    particles = [closed + [P] for P in range(NSO) if P not in closed]
    holes = [[Q for Q in closed if Q != P] for P in closed]
    for states in (particles, holes):
        if not states:
            continue
        psi = determinants(states)
        for same, other in ((1, 0), (0, 2), (1, 2)):
            full = two_body(X, psi, same, other)
            model = one_body(mean_field(X, D, same, other), psi)
            err_exact = max(err_exact, np.abs(full - model).max())
            largest = max(largest, np.abs(full).max())
assert err_exact < 1e-7 and largest > 1.0

# ---------- boron: contributions to zeta ----------
J, K1, K2 = contractions(X, D_core)
z_nuc = zeta(B, B['h1'])
z_J = zeta(B, -UNIT * J)
z_K1 = zeta(B, 1.5 * UNIT * K1)
z_K2 = zeta(B, 1.5 * UNIT * K2)
z_same = zeta(B, mean_field(X, D_core, 1, 0)) - z_J
z_other = zeta(B, mean_field(X, D_core, 0, 2))
z_B = z_nuc + zeta(B, mean_field(X, D_core))
D_all = D_core + np.diag([0, 0, 1, 1, 1]) / 3
z_B_all = z_nuc + zeta(B, mean_field(X, D_all))

# ---------- test 3: Coulomb-like part from the enclosed charge ----------
u = np.linspace(np.log(1e-5), np.log(40.), 6000)
r = np.exp(u)
line = B['mol'].eval_gto('GTOval_sph', np.outer(r, [0.36, 0.48, 0.8])) @ B['C']
p_density = 4 * np.pi * r**2 * np.sum(line[:, 2:]**2, axis=1) / 3
core_density = 4 * np.pi * r**2 * 2 * np.sum(line[:, :2]**2, axis=1)
enclosed = cumulative_trapezoid(core_density * r, u, initial=0)
r3 = trapezoid(p_density / r**3 * r, u)
mean_screen = trapezoid(p_density * enclosed / r**3 * r, u)
z_J_radial = -UNIT * mean_screen
assert abs(z_J_radial / z_J - 1) < 1e-4
assert abs(UNIT * B['Z'] * r3 / z_nuc - 1) < 1e-4

# ---------- test 4: boron levels from the full operator ----------
psi = determinants([[0, 1, 2, 3, P] for P in range(4, 10)])
H = one_body(B['h1'], psi) + two_body(X, psi)
levels = np.linalg.eigvalsh((H + H.conj().T) / 2)
split_B = levels[-1] - levels[0]
assert np.allclose(levels, [-z_B] * 2 + [z_B / 2] * 4, atol=1e-3)

# ---------- carbon 3P: two open-shell electrons, states with M_S = 1 ----------
Cc = build_atom('C', 2)
psi = determinants([[0, 1, 2, 3, a, b] for a, b in ((4, 6), (4, 8), (6, 8))])
Lz = 2 * one_body(Cc['ang'] * np.array([0, 0, 1])[:, None, None], psi)


def zeta_triplet(M):
    """M = A L_z in this block and zeta = 2 A for two p electrons."""
    A = np.real(np.trace(Lz.conj().T @ M) / np.trace(Lz.conj().T @ Lz))
    assert np.abs(M - A * Lz).max() < 1e-3
    return 2 * A


D_C = D_core + np.diag([0, 0, 2, 2, 2]) / 3
zC_nuc = zeta(Cc, Cc['h1'])
zC_core = zeta(Cc, mean_field(Cc['X'], D_core))
zC_full = zeta_triplet(two_body(Cc['X'], psi))
zC_mf = zeta(Cc, mean_field(Cc['X'], D_C))
assert abs(zeta_triplet(one_body(mean_field(Cc['X'], D_C), psi)) - zC_mf) < 1e-3
tot_full, tot_mf = zC_nuc + zC_full, zC_nuc + zC_mf
error_C = 100 * (tot_mf / tot_full - 1)
assert abs(error_C) > 1.0            # the mean field is not exact here

print(f"fine-structure constant alpha          {ALPHA:.9f}")
print(f"alpha^2/2                              {UNIT:.5f} uEh")
print(f"1 uEh                                  {TO_CM:.7f} cm^-1")
print("TESTS")
print(f"integrals, field form vs by parts, max diff  {err_def:.1e} a.u.")
print(f"largest integral X                     {np.abs(X).max():.4f} a.u.")
print(f"other direct term, symmetric density   {direct_other:.1e} a.u.")
print(f"other direct term, current density     {direct_current:.4f} a.u.")
print(f"full operator vs mean field, max diff  {err_exact:.1e} uEh")
print(f"largest element in that comparison     {largest:.3f} uEh")
print("BORON 2P, frozen B+ orbitals")
print(f"number of basis functions              {B['mol'].nao}")
print(f"2p orbital energy                      {B['e2p']:.5f} Eh")
print(f"<r^-3> of 2p                           {r3:.5f} a.u.")
print(f"<N(r)/r^3> of 2p, N = core electrons   {mean_screen:.5f} a.u.")
print(f"zeta, nuclear term                     {z_nuc:.3f} uEh")
print(f"zeta, Coulomb-like term                {z_J:.3f} uEh")
print(f"zeta, Coulomb-like, enclosed charge    {z_J_radial:.3f} uEh")
print(f"zeta, first exchange-like (with 3/2)   {z_K1:.3f} uEh")
print(f"zeta, second exchange-like (with 3/2)  {z_K2:.3f} uEh")
print(f"exchange from spin-same-orbit          {z_same:.3f} uEh")
print(f"exchange from spin-other-orbit         {z_other:.3f} uEh")
print(f"zeta, total, core density              {z_B:.3f} uEh")
print(f"zeta, total, density incl. 2p electron {z_B_all:.3f} uEh")
print(f"lowest level (2 states), full operator {levels[0]:.3f} uEh")
print(f"upper level (4 states), full operator  {levels[-1]:.3f} uEh")
print(f"splitting, full operator               {split_B:.3f} uEh")
print(f"splitting, 3/2 zeta mean field         {1.5 * z_B:.3f} uEh")
print(f"splitting                              {split_B * TO_CM:.3f} cm^-1")
print("CARBON 3P, frozen C2+ orbitals")
print(f"zeta, nuclear term                     {zC_nuc:.3f} uEh")
print(f"zeta, two-electron, core part          {zC_core:.3f} uEh")
print(f"zeta, 2p-2p part, full operator        {zC_full - zC_core:.3f} uEh")
print(f"zeta, 2p-2p part, mean field           {zC_mf - zC_core:.3f} uEh")
print(f"zeta, total, full operator             {tot_full:.3f} uEh")
print(f"zeta, total, mean field                {tot_mf:.3f} uEh")
print(f"mean-field error of zeta               {error_C:.2f} percent")
print("success")
```

Printed output:

```
fine-structure constant alpha          0.007297353
alpha^2/2                              26.62568 uEh
1 uEh                                  0.2194746 cm^-1
TESTS
integrals, field form vs by parts, max diff  5.9e-09 a.u.
largest integral X                     0.4822 a.u.
other direct term, symmetric density   3.0e-11 a.u.
other direct term, current density     1.0084 a.u.
full operator vs mean field, max diff  7.1e-15 uEh
largest element in that comparison     28.375 uEh
BORON 2P, frozen B+ orbitals
number of basis functions              30
2p orbital energy                      -0.27583 Eh
<r^-3> of 2p                           0.68965 a.u.
<N(r)/r^3> of 2p, N = core electrons   1.16074 a.u.
zeta, nuclear term                     91.812 uEh
zeta, Coulomb-like term                -30.906 uEh
zeta, Coulomb-like, enclosed charge    -30.906 uEh
zeta, first exchange-like (with 3/2)   -10.743 uEh
zeta, second exchange-like (with 3/2)  -10.743 uEh
exchange from spin-same-orbit          -7.162 uEh
exchange from spin-other-orbit         -14.323 uEh
zeta, total, core density              39.421 uEh
zeta, total, density incl. 2p electron 38.683 uEh
lowest level (2 states), full operator -39.421 uEh
upper level (4 states), full operator  19.710 uEh
splitting, full operator               59.131 uEh
splitting, 3/2 zeta mean field         59.131 uEh
splitting                              12.978 cm^-1
CARBON 3P, frozen C2+ orbitals
zeta, nuclear term                     335.053 uEh
zeta, two-electron, core part          -154.257 uEh
zeta, 2p-2p part, full operator        -30.070 uEh
zeta, 2p-2p part, mean field           -5.012 uEh
zeta, total, full operator             150.725 uEh
zeta, total, mean field                175.784 uEh
mean-field error of zeta               16.63 percent
success
```
